\section*{Why Five-Beam Interference Prints Sharp Diffraction Peaks Without a Repeat}

\section{The exposure and the question}

Five beams split from one ultraviolet laser meet in a resist film. They have equal amplitude, make the same angle $\theta$ with the film normal, and arrive from azimuths $72^\circ$ apart. The developed film diffracts a probe beam into sharp spots, as a grating does. Yet no displacement lays the pattern exactly on itself. The two facts are compatible because sharp spots require discrete spatial frequencies, whereas a repeat along any direction requires their components along it to be whole multiples of one step. Five-beam exposure supplies the first and excludes the second.

Take ideal plane waves that are mutually coherent throughout the exposure. With $k=2\pi/\lambda$ and $Q=k\sin\theta$, the lateral wavevectors are
\begin{equation}
\mathbf q_j=Q(\cos\phi_j,\sin\phi_j),\qquad \phi_j=2\pi j/5,\qquad j=0,\dots,4 .
\end{equation}
Each beam is s-polarized, with real unit vector $\mathbf e_j=(-\sin\phi_j,\cos\phi_j,0)$, and has an arbitrary phase $\alpha_j$. Intensity is measured in units of one beam alone. All beams share the axial wavenumber $k_z$, so the factor $e^{ik_zz}$ drops out of the squared field:
\begin{equation}
I(\mathbf r)=\sum_{j,l}(\mathbf e_j\cdot\mathbf e_l)\,
e^{i(\mathbf q_j-\mathbf q_l)\cdot\mathbf r+i(\alpha_j-\alpha_l)},\qquad
\mathbf e_j\cdot\mathbf e_l=\cos(\phi_j-\phi_l).
\label{eq:I}
\end{equation}
The pattern does not vary with depth in this model.

\section{Why the peaks are sharp}

The five terms with $j=l$ give the mean, 5. The other 20 are plane waves with wavevectors $\mathbf K=\mathbf q_j-\mathbf q_l$. The chord between two points on a circle gives $|\mathbf K|=2Q\sin(|\phi_j-\phi_l|/2)$, so there are two rings of ten:
\begin{align}
K_1&=2Q\sin36^\circ, & M_1&=\cos72^\circ=0.309,\\
K_2&=2Q\sin72^\circ, & M_2&=\cos144^\circ=-0.809,
\end{align}
where $M_{1,2}$ are the coefficients. Their ratio is $K_2/K_1=2\cos36^\circ=\tau=(1+\sqrt5)/2$.

A finite sum of plane waves has a spectrum of delta peaks, whether or not its wavevectors form a lattice. A finite field broadens them. If the pattern is read through a normalized window proportional to $e^{-r^2/2s^2}$, an isolated peak acquires the amplitude profile $e^{-s^2\kappa^2/2}$ at offset $\kappa$. The power $e^{-s^2\kappa^2}$ is halved at $\kappa=\sqrt{\ln2}/s$, so the full width is $2\sqrt{\ln2}/s$. Direct integration of the pattern gave widths of 0.416 and 0.208~rad/$\mu$m for $s=4$ and $8~\mu$m: doubling the window halves the width.

\section{Why there is no repeat}

Suppose that $I(\mathbf r+\mathbf R)=I(\mathbf r)$ everywhere. Each Fourier term is multiplied by $e^{i\mathbf K\cdot\mathbf R}$, which must equal 1. Thus $a=\mathbf K\cdot\mathbf R/2\pi$ is an integer for every $\mathbf K$ present.

Take five vectors $\mathbf K_j$ of one ring, each turned by $72^\circ$ from the last. Adding the two neighbours of $\mathbf K_j$ cancels their components across it and doubles those along it:
\begin{equation}
\mathbf K_{j-1}+\mathbf K_{j+1}=2\cos72^\circ\,\mathbf K_j=\mathbf K_j/\tau .
\label{eq:star}
\end{equation}
The last equality follows from the vanishing sum of the five unit vectors, $1+2\cos72^\circ+2\cos144^\circ=0$. With $c=2\cos72^\circ$ and $2\cos144^\circ=c^2-2$, this becomes $c^2+c-1=0$, whose positive root is $(\sqrt5-1)/2=1/\tau$.

Projecting Eq.~(\ref{eq:star}) on $\mathbf R/2\pi$ gives $a_{j-1}+a_{j+1}=a_j/\tau$. The left side is an integer and $a_j$ is an integer, but $1/\tau$ is irrational. Hence $a_j=0$ for every $j$. Two of the $\mathbf K_j$ already span the plane, so $\mathbf R=0$. There is not even a repeat along a single direction.

One ring is enough for this argument. For p-polarization the scalar product is $\cos^2\theta\cos(\phi_j-\phi_l)+\sin^2\theta$, so the long ring vanishes when $\tan^2\theta=-\cos144^\circ$, or $\theta=41.97^\circ$. The remaining short ring still forbids a repeat. This angle cannot be reached inside a resist of index 1.7 by beams entering from air through a flat surface, since refraction limits the internal angle to $\arcsin(1/1.7)=36^\circ$.

Six equally spaced beams behave differently. The factor in Eq.~(\ref{eq:star}) becomes $2\cos60^\circ=1$, and every $\mathbf q_j$ is an integer combination of $\mathbf q_0$ and $\mathbf q_1$. All difference vectors therefore lie on a hexagonal lattice of spacing $Q$, and the pattern has periods of length $4\pi/(\sqrt3Q)$.

\section{Why the resist does not restore a period}

A developed resist responds nonlinearly and creates spatial frequencies absent from $I$. Model it as a local threshold: $P=1$ where $I>I_t$ and $P=0$ elsewhere, with $I_t$ strictly between the lowest and highest attainable intensities. The new frequencies are
\begin{equation}
\mathbf K=\sum_j n_j\mathbf q_j,\qquad \sum_jn_j=0,
\end{equation}
with integer $n_j$; the second condition holds because $I$ depends on phase differences alone.

Each $\mathbf K$ has one index $\mathbf n$. To see this, represent $\mathbf q_j/Q$ by $\zeta^j$, with $\zeta=e^{2\pi i/5}$. If two indices gave the same $\mathbf K$, their difference $\mathbf m$ would satisfy $\sum_jm_j\zeta^j=0$. The polynomial $p(x)=1+x+x^2+x^3+x^4$ vanishes at $\zeta$ and is irreducible over the rationals, because
\begin{equation}
p(x+1)=x^4+5x^3+10x^2+10x+5
\end{equation}
satisfies Eisenstein's criterion for the prime 5. So $\sum_jm_jx^j$, of degree at most four, is a multiple of $p$, and all $m_j$ are equal. Their sum is zero, hence $\mathbf m=0$. Four independent integers thus label peaks in a two-dimensional plane.

Now regard the intensity as a function $J$ of the beam phases $\vartheta_j=\mathbf q_j\cdot\mathbf r+\alpha_j$. Apart from a common phase, these are coordinates on a four-dimensional torus. For $\mathbf n\ne0$, the average of $e^{i\mathbf n\cdot\boldsymbol\vartheta}$ vanishes over the torus, and also over the plane because $\mathbf K\neq0$. Plane and torus averages therefore agree for finite Fourier sums, and by uniform approximation for continuous functions. They agree for $P$ too: $J$ is analytic and not constant, so the boundary $J=I_t$ has zero volume, and $P$ can be enclosed between continuous functions whose averages differ as little as desired. Replacing $P$ by such a function changes the average of $Pe^{-i\mathbf n\cdot\boldsymbol\vartheta}$ equally little, so the Fourier coefficients on the torus are also the peak amplitudes in the plane, up to phase factors.

Let $c(\mathbf n)$ be the Fourier coefficients of $P$ and $f$ its mean. Since $P^2=P$, Parseval's relation on the torus reads
\begin{equation}
\sum_{\mathbf n\ne0}|c(\mathbf n)|^2=\langle P^2\rangle-\langle P\rangle^2=f(1-f).
\end{equation}
All of the print's variance is in discrete peaks; none is left for a diffuse background.

Changing the arm phases multiplies $c(\mathbf n)$ by a phase factor. Relabelling the beams cyclically leaves $J$ unchanged, so $|c(\mathbf n)|$ is the same for five wavevectors $72^\circ$ apart. A nonconstant print has at least one nonzero $c(\mathbf n)$ with $\mathbf n\neq0$, hence a whole star of them, and Eq.~(\ref{eq:star}) again excludes a period.

Each peak is sharp, but the allowed peak positions have no minimum spacing. By Eq.~(\ref{eq:star}), dividing an allowed $\mathbf K$ by $\tau$ gives another allowed one. Repetition yields arbitrarily short vectors in several directions, and their integer combinations fill the plane densely. The spots look separate because the strong ones are few.

\section{How closely the pattern can repeat}

Move a distance $R$ towards azimuth zero. Relative to beam 0, the phases of beams 1 and 4 change by $QR(1-\cos72^\circ)$ in magnitude, and those of beams 2 and 3 by $QR(1-\cos144^\circ)$. With $\cos72^\circ=1/2\tau$ and $\cos144^\circ=-\tau/2$, the second is larger by
\begin{equation}
\frac{1+\tau/2}{1-1/2\tau}=\frac{2+\tau}{3-\tau}=\tau^2,
\end{equation}
using $1/\tau=\tau-1$ and $\tau^2=\tau+1$. Choose
\begin{equation}
R_m=\frac{2\pi F_m}{Q(1-\cos72^\circ)},
\label{eq:R}
\end{equation}
where $F_m$ are the Fibonacci numbers, $F_1=F_2=1$. Beams 0, 1 and 4 then close in phase. For the other two, put $\psi=-1/\tau$ and $F_m=(\tau^m-\psi^m)/\sqrt5$:
\begin{equation}
F_{m+2}-\tau^2F_m=\psi^m\frac{\tau^2-\psi^2}{\sqrt5}=\psi^m,
\end{equation}
because $\tau-\psi=\sqrt5$ and $\tau+\psi=1$. Beams 2 and 3 miss closure by $\delta_m=2\pi\tau^{-m}$ in magnitude. For large $m$, each step lengthens the displacement by about $\tau$ and divides the slip by $\tau$.

The slip affects the six pairs joining $\{0,1,4\}$ to $\{2,3\}$: four have coefficient $M_2$ and two have $M_1$. Each pair contributes two conjugate Fourier terms, and $|e^{i\delta}-1|^2=4\sin^2(\delta/2)$. Hence
\begin{equation}
\langle(\Delta I)^2\rangle=8\sin^2(\pi\tau^{-m})\,(4M_2^2+2M_1^2).
\label{eq:miss}
\end{equation}
The natural reference is the variance of the pattern, $10(M_1^2+M_2^2)=7.5$.

\section{Numbers for a 355 nm exposure}

For $\lambda=355$~nm and $\theta=30^\circ$ in air, $Q=2\pi(0.5)/0.355=8.850$~rad/$\mu$m. The rings lie at $K_1=10.40$ and $K_2=16.83$~rad/$\mu$m, with fringe periods of 604 and 373~nm. A readout window with $s=1$~mm gives a relative width of $1.6\times10^{-4}$ on the short ring.

For $m=7$, $F_7=13$ and Eq.~(\ref{eq:R}) gives
\begin{equation}
R_7=\frac{2\pi\times13}{8.850\times0.691}=13.36~\mu\mathrm m .
\end{equation}
The slip is $12.4^\circ$, and Eq.~(\ref{eq:miss}) gives a relative rms intensity change of $[8\sin^2(6.2^\circ)\times2.809/7.5]^{1/2}=0.187$. For a threshold at the mean intensity, this displacement changes 5.9\% of the total area from exposed to unexposed or the reverse. At $m=9$, the distance is 34.9~$\mu$m, the rms change 0.072 and the changed area 2.2\%.

A numerical search over displacements from 0.3 to about 20~$\mu$m found a better match close to $R_7$: 0.049 at 13.342~$\mu$m. The reason is that $R_7$ puts all the error on two beams. Step back by $\varepsilon$, and let $u=Q\varepsilon$ and $\delta=\delta_7=0.216$~rad. To second order in the small phases,
\begin{align}
\langle(\Delta I)^2\rangle\simeq{}&4M_1^2(0.691u)^2+4M_2^2(\delta-1.809u)^2\nonumber\\
&+4(M_1^2+M_2^2)(\delta-1.118u)^2 .
\end{align}
The terms belong to pairs 0 with 1,4; 0 with 2,3; and 1,4 with 2,3. Setting the $u$-derivative to zero gives $3.125u=2.023\delta$, so $u=0.647\delta=0.140$~rad and $\varepsilon=16$~nm. The minimum is $0.382\delta^2=0.0179$, and $(0.0179/7.5)^{1/2}=0.049$, as found by the search.

The same search returned zero change, to the printed precision, for six beams at 5.680~$\mu$m. That is a lattice vector, not the shortest period, which is 0.820~$\mu$m for general arm phases. Special phases can cancel some of the peaks and shorten it. For the p-polarized five-beam case without a long ring, with the beams at $41.97^\circ$ in air, the best relative change was 0.0445, at 16.14~$\mu$m.

The thresholded print covers 46.1\% of the area. The 20 wavevectors already in the intensity lie among those with all $|n_j|\le1$, a set that holds 72\% of the print variance. Raising the limit to 3 brings the share to 87\%, and to 10 brings it to about 96\%. The last figure comes from a single grid of 32 points per phase, on which the sharp edges of $P$ alias, so its final digit is not established. Among peaks with $|n_j|\le3$ that are absent from the intensity, the strongest on that grid lie at 36.2~rad/$\mu$m, beyond both original rings: 20 peaks, or four stars related by reflection and inversion. The five moduli of one star, evaluated in a finite sampled window with random arm phases, are 0.0160 to 0.0167; the torus average gives 0.0164.

\section{What a real exposure changes}

The wavelength is that of a frequency-tripled neodymium laser. The process values here are rough inputs, not measurements: index 1.7, a 300~nm film, and 0.5\% substrate reflectance, which presumes an antireflection layer. Over long distances the beam directions must be accurate. An azimuth error of $0.01^\circ$ in one beam shifts its lateral wavevector by $Q\,\delta\phi$ and produces a 0.1-cycle slip after $0.2\pi/(Q\,\delta\phi)=407~\mu$m in the worst direction. An equal error in that beam's angle $\theta$ shifts the wavevector by $k\cos\theta\,\delta\theta$, which is $\cot30^\circ=1.7$ times as much. The near-repeat sequence fails much sooner, because its own slips shrink as the distance grows. At $R_{10}=56.5~\mu$m the ideal slip is $\tau^{-10}=0.008$ cycle, whereas the same azimuth error in beam 1 or 4 already adds $0.1\times56.5\sin72^\circ/407=0.013$ cycle. The peaks stay discrete, because five misaligned plane waves still have a finite set of differences, but fivefold symmetry is lost. A finite field also cannot distinguish an irrational ratio from a sufficiently close rational one.

Other errors mainly alter contrast or local dose:
\begin{itemize}
\item Independent Gaussian phase jitter of 0.314~rad rms per beam multiplies every fringe amplitude by $e^{-0.314^2}=0.906$.
\item Gaussian resist blur of 25~nm rms per axis, a factor $e^{-K^2\sigma^2/2}$, multiplies the short and long rings by 0.967 and 0.915.
\item Reflection modulates the dose by $\pm14\%$ with a depth period of 109~nm. For s-polarization all five beams have the same reflection coefficient, so this is a common factor at each depth. It changes the effective threshold and feature size, not the lateral frequencies.
\item Absorption of 0.5~$\mu$m$^{-1}$ along the refracted, slanted path lowers the dose at the film bottom by 14.5\%, again by a common factor.
\item A beam of 20~mm $1/e^2$ radius loses 11.8\% of its intensity at the edge of a round field 10~mm in diameter, at normal incidence. Oblique footprints add an imbalance not included here.
\item A coherence length of 1~m, with exponential loss, costs at most 0.5\% of the fringe amplitude at the edge, where the path difference reaches 4.8~mm for the long ring if the field is the same round one and the arms are matched at its centre.
\end{itemize}

\section{Consequences for practice}

If the device needs a unit cell, five equally spaced beams are the wrong choice; six beams on the same cone provide one. If fivefold order is wanted, the alignment of both azimuth and cone angle should be set by the distance over which the order must hold. For a slip below 0.1 cycle across 10~mm, with an azimuth error in one beam only, the figure above scales to $0.01^\circ\times0.407/10=4\times10^{-4}$ degrees, or about 7~$\mu$rad. The tolerance for a whole exposure is tighter: azimuth errors of this size in two beams can nearly double their relative slip, and an equal error in one cone angle gives 1.7 times the slip.

The phases of the five arms need to be stable during an exposure, but need not have particular values: in the ideal model they change the local arrangement and leave the peak strengths alone. With six beams the phases do affect peak strengths, because different pairs share a wavevector. A simulation with periodic boundaries replaces the pattern by an approximant. Its displacement error should be judged by the intensity change or the changed area, and a small shift from $R_m$ can reduce both considerably. For inspection, peak positions test the beam geometry, while peak widths are limited by the readout window and by the uniformity of the field. The numerical output below lists the program's results; the remaining numbers are worked out in the text.

\section*{Computed results}
\begin{verbatim}
wavelength 355 nm, cone angle 30 deg
lateral wavevector Q 8.8496 rad/um; golden ratio 1.618034
short ring: 10 peaks, K 10.4033 rad/um, period 604.0 nm
long ring: 10 peaks, K 16.8329 rad/um, period 373.3 nm
ring length ratio 1.618034
coefficients: short ring 0.3090, long ring -0.8090 beam units
mean intensity 5.000, rms modulation 2.7386 beam units
peak power FWHM: window s=4 um 0.4163, s=8 um 0.2081 rad/um
FWHM/K on short ring for s=1 mm: 1.60e-04
amplitude off the peaks, s=8 um: 9.5e-08 beam units
best repeat within 20 um (rms change / rms modulation):
  five beams: 0.0488 at 13.342 um
  six beams: 0.0e+00 at 5.680 um
  five p-polarized beams, cone 41.97 deg, long ring absent: 0.0445 at 16.141 um
smallest nonzero K with |n_j| <= 1: 6.4296 rad/um
smallest nonzero K with |n_j| <= 2: 3.9737 rad/um
smallest nonzero K with |n_j| <= 4: 2.4559 rad/um
smallest nonzero K with |n_j| <= 8: 0.9381 rad/um
print threshold 5.0 beam units; area above threshold: plane 0.4610, torus 0.4608
print variance in peaks |n_j| <= 1: plane 0.720, torus 0.719
print variance in peaks |n_j| <= 2: plane 0.814, torus 0.813
print variance in peaks |n_j| <= 3: plane 0.871, torus 0.867
same share, torus: |n_j| <= 6 0.929, |n_j| <= 10 0.958
strongest new print peak: n = [-1, 1, 1, 1, -2], K 36.1732 rad/um
  its five moduli: 0.0160 to 0.0167; torus 0.0164
near repeats: m, distance um, phase slip deg, rms change/rms modulation, changed area
  3  2.055  84.98  1.1693  0.3926
  5  5.138  32.46  0.4838  0.1536
  7  13.358  12.40  0.1869  0.0590
  9  34.936  4.74  0.0715  0.0223
neglected effects, rough process inputs:
azimuth error 0.01 deg: 0.1 cycle slip after 407 um
beam phase jitter 0.314 rad rms: fringe factor 0.906
resist blur 25 nm rms: short ring factor 0.967, long 0.915
resist index 1.7, substrate reflectance 0.5 %: depth swing +/- 14.1 %, period 109.2 nm
absorption 0.5 /um in 300 nm resist: dose loss at bottom 14.5 %
field 10 mm, beam 1/e^2 radius 20 mm: edge loss 11.8 %
edge path difference 4.76 mm, coherence length 1000 mm: fringe loss 0.47 %
\end{verbatim}
